\section*{Separating electron and hole mobilities with the photo-Hall effect}

\section{What dimensions and symmetry allow}

A semiconductor film is illuminated, and its conductivity $\sigma$ and Hall coefficient $R_H$ are recorded as the light grows stronger. We ask which combination of the two isolates the mobilities from the unknown carrier densities. Atomic units are used in the algebra, $e=\hbar=m_e=1$, with the Lorentz force on a charge $q$ written $q(\mathbf E+\mathbf v\times\mathbf B)$.

Consider one species with density $n$, charge $q=\pm1$ and mobility $\mu>0$, and let $\mathbf B$ point along $z$. Write the current as $J_x=\sigma_{xx}E_x+\sigma_{xy}E_y$.
\begin{itemize}
\item For a dilute gas both coefficients are proportional to $n$. Since $\mu E$ and $E/B$ are both velocities, $\mu B$ is dimensionless. Hence $\sigma_{xx}$ and $\sigma_{xy}$ are $n\mu$ times dimensionless functions of $\mu B$, whose form depends on the scattering law and may vary with temperature.
\item A rotation by $\pi$ about $x$ reverses $E_y$ and $B$ but leaves $J_x$ and $E_x$ alone. So $\sigma_{xx}$ is even in $B$ and $\sigma_{xy}$ is odd.
\item Reversing $q$ has the same effect on the motion as reversing $\mathbf E$ and $\mathbf B$, and it also reverses the current carried by a given motion. The two sign changes from $\mathbf E$ and from the current cancel, which leaves $B\to-B$. So $\sigma_{xy}$ is odd in $q$.
\end{itemize}
In a weak field, therefore, $\sigma_{xx}=n\mu$ and $\sigma_{xy}=q\,r\,n\mu^2B$, with a dimensionless factor $r$ that does not depend on $n$ or $B$.

Now let light add equal densities $d\Delta$ of holes and electrons. If $r$ is the same for both,
\begin{equation}
\frac{d(\sigma_{xy}/B)}{d\sigma_{xx}}
=\frac{r(\mu_p^2-\mu_n^2)\,d\Delta}{(\mu_p+\mu_n)\,d\Delta}
=r(\mu_p-\mu_n).
\end{equation}
The densities have dropped out. It remains to compute $r$, to connect $\sigma_{xy}/B$ with $\sigma^2R_H$, and to find what else the data contain.

\section{One carrier species in a weak field}

Each species has an isotropic parabolic band of mass $m>0$, a relaxation time $\tau(\varepsilon)$ that depends on energy alone, and a nondegenerate distribution $f_0\propto e^{-\varepsilon/T}$, with $T$ in energy units. Holes are described by their own distribution, with $q=+1$.

Let $f=f_0+g$, with $g$ linear in $\mathbf E$. The stationary Boltzmann equation is
\begin{equation}
q(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}f=-\frac g\tau .
\end{equation}
Because $\nabla_{\mathbf k}f_0=\mathbf v\,\partial f_0/\partial\varepsilon$ and $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$, the magnetic force acts on $g$ alone. It turns $\mathbf k$ about the $z$ axis. With $\dot k_x=qBv_y$, $\dot k_y=-qBv_x$ and $\mathbf v=\mathbf k/m$, the azimuth $\phi$ changes at the rate
\begin{equation}
\dot\phi=\frac{k_x\dot k_y-k_y\dot k_x}{k_x^2+k_y^2}=-\frac{qB}{m}.
\end{equation}
To first order in $\mathbf E$ this gives
\begin{equation}
\frac g\tau-\frac{qB}{m}\,\partial_\phi g
=q\,\mathbf E\cdot\mathbf v\left(-\frac{\partial f_0}{\partial\varepsilon}\right).
\label{eq:bte}
\end{equation}

Solve by iteration in $B$. Without field, $g_0=q\tau\,\mathbf E\cdot\mathbf v\,(-\partial f_0/\partial\varepsilon)$. The next term is $g_1=(q\tau B/m)\,\partial_\phi g_0$. Since $\partial_\phi v_x=-v_y$ and $\partial_\phi v_y=v_x$,
\begin{equation}
g_1=\frac{q^2\tau^2B}{m}\,(E_yv_x-E_xv_y)\left(-\frac{\partial f_0}{\partial\varepsilon}\right).
\end{equation}

The current is $J_x=q\sum v_x(g_0+g_1)$, where $\sum$ runs over states and spin per unit volume. Sums over $v_xv_y$ vanish by isotropy. With $q^2=1$ and $q^3=q$,
\begin{equation}
J_x=E_x\sum\tau v_x^2\,\frac{f_0}{T}+\frac{qB}{m}E_y\sum\tau^2v_x^2\,\frac{f_0}{T},
\end{equation}
where $-\partial f_0/\partial\varepsilon=f_0/T$ was used. The angular average of $v_x^2$ is $2\varepsilon/(3m)$, and $\sum\varepsilon f_0=\tfrac32nT$. Defining $\langle A\rangle=\sum\varepsilon Af_0/\sum\varepsilon f_0$,
\begin{equation}
\sum\tau^jv_x^2\frac{f_0}{T}=\frac{2}{3mT}\cdot\frac{3nT}{2}\,\langle\tau^j\rangle=\frac nm\langle\tau^j\rangle .
\end{equation}
Therefore
\begin{equation}
\sigma_{xx}=n\mu,\quad \sigma_{xy}=q\,r\,n\mu^2B,\quad
\mu=\frac{\langle\tau\rangle}{m},\quad r=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}.
\end{equation}
Here $\mu$ is the drift mobility and $r$ the Hall factor. As the mean of a square is at least the square of the mean, $r\ge1$.

For $\tau=\tau_0(\varepsilon/T)^s$, with $s>-\frac54$ so that $\langle\tau^2\rangle$ is finite, and a density of states proportional to $\varepsilon^{1/2}$, the average has weight $x^{3/2}e^{-x}$ in $x=\varepsilon/T$, so
\begin{equation}
\langle\tau^j\rangle=\tau_0^j\,\frac{\Gamma(\frac52+js)}{\Gamma(\frac52)},\qquad
r=\frac{\Gamma(\frac52)\,\Gamma(\frac52+2s)}{\Gamma(\frac52+s)^2}.
\label{eq:r}
\end{equation}
A constant relaxation time, $s=0$, gives $r=1$. The acoustic-phonon form $s=-\frac12$ gives $r=3\pi/8\approx1.178$.

\section{Two carriers: a straight line}

Currents of holes (density $p$) and electrons (density $n$) add. Write $a$ and $b$ for the total $\sigma_{xx}$ and $\sigma_{xy}$. Rotational symmetry about $z$ gives
\begin{equation}
J_x=aE_x+bE_y,\qquad J_y=-bE_x+aE_y .
\end{equation}
In a Hall measurement $J_y=0$, so $E_x=(a/b)E_y$ and $J_x=(a^2+b^2)E_y/b$. With the convention $R_H=E_y/(J_xB)$,
\begin{equation}
R_H=\frac{b}{B(a^2+b^2)},
\label{eq:rh}
\end{equation}
which is positive for holes. Let $\sigma=p\mu_p+n\mu_n$ be the conductivity at zero field. Since $a=\sigma+O(B^2)$ and $b=O(B)$, the weak-field limit is
\begin{equation}
y\equiv\sigma^2R_H=\frac bB=r(p\mu_p^2-n\mu_n^2),
\label{eq:y}
\end{equation}
for a common Hall factor.

Assume next that the light creates equal free excess densities, uniformly in the film: $p=p_0+\Delta$, $n=n_0+\Delta$. Then $N=p-n=p_0-n_0$, the net doping, stays fixed. To eliminate the densities, expand
\begin{align}
(\mu_p-\mu_n)\sigma&=p\mu_p^2+n\mu_p\mu_n-p\mu_p\mu_n-n\mu_n^2\nonumber\\
&=(p\mu_p^2-n\mu_n^2)-N\mu_p\mu_n .
\end{align}
Solving for the first bracket and multiplying by $r$,
\begin{equation}
\sigma^2R_H=S\sigma+C,\quad S=r(\mu_p-\mu_n),\quad C=rN\mu_p\mu_n .
\label{eq:line}
\end{equation}
If the mobilities do not change with illumination, $S$ and $C$ are constants and
\begin{equation}
\boxed{\frac{d(\sigma^2R_H)}{d\sigma}=r(\mu_p-\mu_n)}
\end{equation}

Dividing (\ref{eq:line}) by $\sigma$ gives $\sigma R_H=S+C/\sigma$. The product $\sigma R_H$, whose magnitude is the Hall mobility when one carrier dominates, thus tends to $S$, the difference of the Hall mobilities $r\mu_p$ and $r\mu_n$, under strong light. In an undoped film, $N=0$, it equals $S$ at every intensity. The intercept then vanishes, and the difference is all that the weak-field data reveal about the mobilities.

\section{From the line to two mobilities}

Take a $p$-type film whose dark electrons are negligible, so that $\sigma_0=N\mu_p$. Then
\begin{equation}
\frac{C}{\sigma_0}=r\mu_n,\qquad S+\frac{C}{\sigma_0}=r\mu_p .
\label{eq:extract}
\end{equation}
For an $n$-type film, $N=-|N|$ and $\sigma_0=|N|\mu_n$. Then $|C|/\sigma_0=r\mu_p$, and $r\mu_n=r\mu_p-S$.

These are Hall mobilities. Weak-field data cannot supply $r$: the replacement
\begin{equation}
\mu_i\to\lambda\mu_i,\quad r\to r/\lambda,\quad (p,n)\to(p,n)/\lambda
\end{equation}
leaves both $\sigma$ and $\sigma^2R_H$ unchanged. An independently known $N$ removes the ambiguity, through $\mu_p=\sigma_0/N$ and $r=(r\mu_p)/\mu_p$. The excess density then follows from $\Delta=(\sigma-\sigma_0)/(\mu_p+\mu_n)$.

If $\mu_n>\mu_p$, the Hall coefficient of the $p$-type film changes sign under light. Setting $(N+\Delta)\mu_p^2=\Delta\mu_n^2$ in (\ref{eq:y}) gives
\begin{equation}
\Delta^*=\frac{N\mu_p^2}{\mu_n^2-\mu_p^2}.
\label{eq:rev}
\end{equation}

\section{Worked example}

\subsection*{The film}

The parameters are round model values: masses $0.5$ (holes) and $0.2$ (electrons) in units of $m_e$, $\tau_0=200$ and $150\,\hbar/\mathrm{eV}$, $s=-\frac12$, $N=10^{-9}\,\text{\AA}^{-3}$, and 300 K. Restoring units, $\hbar^2/m_e=7.62\,\mathrm{eV\,\text{\AA}^2}$, and mobilities come out in $e\text{\AA}^2/\hbar$. By (\ref{eq:r}), $\langle\tau\rangle=\tau_0\Gamma(2)/\Gamma(\frac52)=0.7523\,\tau_0$, so
\begin{align}
\mu_p&=\frac{7.62}{0.5}\times0.7523\times200\approx2293,\\
\mu_n&=\frac{7.62}{0.2}\times0.7523\times150\approx4299 .
\end{align}
The Hall mobilities $r\mu$ are 2701 and 5065, and the expected slope is $-2364$, all in $e\text{\AA}^2/\hbar$. The products $k_BT\tau_0/\hbar$ are 5.2 and 3.9, so collisional broadening is smaller than the thermal energy, as the semiclassical picture requires. The densities stay near or below $10^{-3}$ of the effective densities of states, so the gas is nondegenerate.

Synthetic data come from solving (\ref{eq:bte}) numerically at finite field and inserting the currents in (\ref{eq:rh}). In a very weak field, this solution reproduces the slope and intercept of (\ref{eq:line}) within a tested relative tolerance of $10^{-5}$. A second film with $s=0$, rescaled by $\lambda=r$, was also tested and gives the same weak-field data, which illustrates the ambiguity of $r$.

\subsection*{The data and the fit}

The data cover the dark film and seven light levels, at $B=3\times10^{-6}\,\hbar/(e\text{\AA}^2)$, where $\mu_nB\approx0.013$. Random noise of standard deviation $\delta=2.36\times10^6\,\text{\AA}^3/e$ is added to $R_H$, while $\sigma$ is taken as noise-free. The data are listed in the numerical output.

Equation (\ref{eq:rev}) puts the sign change at $\Delta^*=3.98\times10^{-10}\,\text{\AA}^{-3}$. The datum at $4\times10^{-10}\,\text{\AA}^{-3}$ is $-3.5\times10^6\,\text{\AA}^3/e$, only 1.5 standard deviations from zero, so its sign alone proves nothing. Its neighbours, $+2.35\times10^8$ and $-1.11\times10^8\,\text{\AA}^3/e$, do bracket the reversal.

The dark point alone gives
\begin{equation}
r\mu_p\approx\sigma_0R_{H,0}=2.293\times10^{-6}\times1.178\times10^9\approx2701,
\end{equation}
with standard error $\sigma_0\delta\approx5.4$. At the brightest point $\sigma R_H=-1767$, so the slope between the two end points is
\begin{equation}
\frac{-1767\times22.07-2701\times2.293}{22.07-2.293}\approx-2285 .
\end{equation}
Its standard error is about 58, because noise in $R_H$ enters $y$ multiplied by $\sigma^2$, which is 93 times larger at the brightest point than in the dark.

A fit to all points should respect this. Divide (\ref{eq:line}) by $\sigma^2$ and set $h=C/\sigma_0=r\mu_n$:
\begin{equation}
R_H=\frac{S}{\sigma}+h\,\frac{\sigma_0}{\sigma^2}.
\end{equation}
The noise is now equal for all points, and the unknowns $\theta=(S,h)^T$ enter linearly. Let row $i$ of a matrix $D$ be $(1/\sigma_i,\ \sigma_0/\sigma_i^2)$, and let $R$ be the column of Hall data. Setting the derivative of $|R-D\theta|^2$ to zero gives $D^TD\,\theta=D^TR$, hence
\begin{equation}
\hat\theta=(D^TD)^{-1}D^TR,\qquad V=\delta^2(D^TD)^{-1}.
\end{equation}
The covariance $V$ follows because independent errors of variance $\delta^2$ pass linearly through $(D^TD)^{-1}D^T$. The error of $r\mu_p=S+h$ has variance $V_{SS}+V_{hh}+2V_{Sh}$.

The fit gives $S=-2371\pm12$ and
\begin{equation}
r\mu_p=2702\pm5,\qquad r\mu_n=5074\pm15\quad(e\text{\AA}^2/\hbar),
\end{equation}
or 411 and $771\ \mathrm{cm^2/(V\,s)}$. Both lie within one standard error of the input. The hole value is the more precise although it is a sum of two less precise numbers: the errors of $S$ and $h$ are strongly anticorrelated and largely cancel in the sum. The dark point helps further, because it measures $S+h=\sigma_0R_{H,0}$ directly. In 4000 repeats with fresh noise the scatter is 4.9 and 15.1, in agreement with the stated errors.

With $N$ known, $\mu_p=\sigma_0/N=2293$, and, with one more digit kept in the intermediate numbers, $r=2702.1/2292.9\approx1.1785$ and $\mu_n=5073.5/1.1785\approx4305$, with mobilities in $e\text{\AA}^2/\hbar$. The drift mobilities are thus 348 and $654\ \mathrm{cm^2/(V\,s)}$. The largest excess density is recovered as
\begin{equation}
\Delta=\frac{(22.07-2.29)\times10^{-6}}{2293+4305}\approx3.00\times10^{-9}\,\text{\AA}^{-3},
\end{equation}
which agrees with the input.

\section{When the reading fails}

All slopes and mobilities in this section are in $e\text{\AA}^2/\hbar$ and free of noise.

\paragraph{Unequal Hall factors.} Differentiating $y=r_pp\mu_p^2-r_nn\mu_n^2$ and $\sigma$ with respect to $\Delta$ gives
\begin{equation}
S=\frac{r_p\mu_p^2-r_n\mu_n^2}{\mu_p+\mu_n}.
\end{equation}
No common factor can be taken out. For equal drift mobilities $\mu$ the slope is $(r_p-r_n)\mu/2$, which is neither zero nor the difference of the Hall mobilities, $(r_p-r_n)\mu$. With $s=\frac32$ for the electrons, $r_n=1.933$, and $\mu=2293$ for both carriers, the slope is $-865$. Reading the slope as a Hall factor times the mobility difference thus presupposes one factor shared by both carriers.

\paragraph{Trapping.} Suppose a fraction $f$ of the excess electrons stays free and the rest is trapped: $p=N+\Delta$, $n=f\Delta$. Then
\begin{equation}
S=\frac{r(\mu_p^2-f\mu_n^2)}{\mu_p+f\mu_n}.
\end{equation}
For $f=0.8$ this is $-1958$ instead of $-2364$. For a fixed $f$, both $y$ and $\sigma$ remain linear in $\Delta$, so the plot is still straight, and its straightness cannot rule out trapping of this kind. If $f$ changes with the light level, as when traps fill up, $n$ is in general no longer linear in $\Delta$ and the plot bends. The dark point still yields the correct $r\mu_p$, but $r\mu_n=r\mu_p-S$ is read as $2701+1958=4659$, which is 8\% below the true value.

\paragraph{Mobilities that depend on illumination.} Equation (\ref{eq:line}) holds at each intensity, but its derivative gains terms:
\begin{equation}
\frac{dy}{d\sigma}=r(\mu_p-\mu_n)+r\left[\sigma\frac{d(\mu_p-\mu_n)}{d\sigma}+N\frac{d(\mu_p\mu_n)}{d\sigma}\right].
\end{equation}
Let both mobilities fall as $1/(1+\Delta/\Delta_s)$ with $\Delta_s=5\times10^{-8}\,\text{\AA}^{-3}$. At $\Delta=2\times10^{-9}\,\text{\AA}^{-3}$ they are 4\% below their dark values. The slope is $-2233$, while the local $r(\mu_p-\mu_n)$ is $-2273$.

\paragraph{Dark minority carriers.} The slope is unaffected, but $\sigma_0=p_0\mu_p+n_0\mu_n$, so
\begin{equation}
\frac C{\sigma_0}=r\mu_n\,\frac{N\mu_p}{p_0\mu_p+n_0\mu_n}.
\end{equation}
For $n_0=0.05N$ and $p_0=1.05N$ the last factor is $2293/(1.05\times2293+0.05\times4299)=0.874$, and $r\mu_n$ is read as 4428 instead of 5065. If $N$ and $r$ are known, $\sigma_0$ is not needed. With $h=r\mu_n$ and $r\mu_p=h+S$, the intercept gives $h(h+S)=rC/N$, hence
\begin{equation}
h=\tfrac12\left(-S+\sqrt{S^2+4rC/N}\right).
\end{equation}
The product of the two roots is $-rC/N=-r^2\mu_p\mu_n$, which is negative for either sign of $N$, so this is the one positive root. It returns 5065.

\paragraph{Finite field.} A second iteration of (\ref{eq:bte}) multiplies a contribution to $g$ by $(q\tau B/m)^2\partial_\phi^2=-(\tau B/m)^2$, since $\partial_\phi^2$ gives $-1$ on $v_x$ and $v_y$. For each species the leading relative corrections to $a$ and $b$ are therefore $-(B/m)^2\langle\tau^3\rangle/\langle\tau\rangle$ and $-(B/m)^2\langle\tau^4\rangle/\langle\tau^2\rangle$, provided these averages are finite, which requires $\frac52+4s>0$, or $s>-\frac58$. This film, with $s=-\frac12$, meets the condition, so these corrections, like the term $b^2/a^2$ in (\ref{eq:rh}), are of order $B^2$. For $-\frac54<s\le-\frac58$ the average $\langle\tau^4\rangle$ diverges at low energy, and the correction to $b$ vanishes more slowly than $B^2$. For the slope between the dark and brightest points, doubling a weak field raises the error by a factor 3.98, close to the expected 4. At $1.5\times10^{-5}\,\hbar/(e\text{\AA}^2)$, where $\mu_nB\approx0.064$, the magnitude of the slope is 0.8\% too small. At the lower field of the synthetic data, the fit without noise returns 2701 and 5063, a shift well below the noise error.

\section*{Values computed for the example and the checks}
\begin{verbatim}
kT at 300 K: 0.02585 eV
hbar^2/m_e: 7.6200 eV A^2
masses, holes and electrons: 0.5, 0.2 m_e
tau0, holes and electrons: 200.0, 150.0 hbar/eV
kT tau0/hbar: 5.17, 3.88
largest density / effective density of states: 1.34e-03
net doping N: 1.0e-09 A^-3
input drift mobility, holes: 2292.9 e A^2/hbar
input drift mobility, electrons: 4299.1 e A^2/hbar
Hall factor, s = -1/2: 1.1781
input Hall mobilities r mu: 2701.2, 5064.8 e A^2/hbar
r (mu_p - mu_n) from formula: -2363.56 e A^2/hbar
slope from Boltzmann solution, weak field: -2363.56 e A^2/hbar
intercept, weak field: 1.16128e-02 e^3 A/hbar^2
excess at R_H sign reversal: 3.9752e-10 A^-3
field for data: 3.0e-06 hbar/(e A^2), mu_n B = 0.0129
noise in R_H (standard deviation): 2.356e+06 A^3/e
data: excess [A^-3], sigma [e^2/(hbar A)], R_H [A^3/e]
  0.0e+00  2.29286e-06  +1.1780e+09
  1.0e-10  2.95205e-06  +5.3274e+08
  2.0e-10  3.61125e-06  +2.3549e+08
  4.0e-10  4.92964e-06  -3.5459e+06
  8.0e-10  7.56642e-06  -1.1050e+08
  1.2e-09  1.02032e-05  -1.2236e+08
  2.0e-09  1.54768e-05  -1.0404e+08
  3.0e-09  2.20687e-05  -8.0062e+07
one-carrier reading sigma R_H, brightest: -1766.9 e A^2/hbar
fitted slope: -2371.4 +- 12.3 e A^2/hbar
fitted Hall mobility, holes: 2702.1 +- 4.8 e A^2/hbar
fitted Hall mobility, electrons: 5073.5 +- 15.1 e A^2/hbar
same in cm^2/(V s): 410.5, 770.8
noise-free fit: 2701.1, 5063.3 e A^2/hbar
spread of 4000 repeats: 4.9, 15.1 e A^2/hbar
Hall factor from known N: 1.1785
drift mobilities: 2292.9, 4305.1 e A^2/hbar
same in cm^2/(V s): 348.3, 654.1
largest excess recovered: 2.997e-09 A^-3
equal mobilities, r_p = 1.1781, r_n = 1.9328: slope -865.2 e A^2/hbar
free electron fraction 0.8: slope -1958.4 e A^2/hbar
fading mobilities: scale 5.0e-08, excess 2.0e-09 A^-3
  slope -2233.4, local r(mu_p - mu_n) -2272.7 e A^2/hbar
dark minority density 5.0e-11 A^-3: r mu_n read as 4428.2 e A^2/hbar
  repaired with known N and r: 5064.8 e A^2/hbar
slope error at field 1.5e-05 hbar/(e A^2): -0.79 %
slope error growth on doubling a weak field: 3.977
\end{verbatim}
